# Breit-Pauli correction for helium-like 1s², term by term in 1/Z

**Question**

I want the \(\alpha^2\) relativistic correction to the ground state \(1s^2\,{}^1S_0\) of a helium-like ion as a series in \(1/Z\), split into the \(p^4\) term, the contact terms at the nucleus and between the electrons, and the orbit-orbit term. With two hydrogenic orbitals I get the leading order, and then I am stuck in three places. First, \(\langle p^4\rangle\) changes sign depending on whether I act four times on one function or twice on each. Second, for the next order I replaced \(Z\) by \(Z-5/16\), and I do not know whether that is legitimate for these operators. Third, my orbit-orbit term comes out as zero. Is it absent, or does it start later? How far can this be done in closed form?

**Answer**

Two orders come out in closed form, and the third needs the correlated first-order wavefunction. The screened charge gives the second order wrongly, and the orbit-orbit term starts one order later than power counting suggests.

**Operators and scaling**

Take a point nucleus of infinite mass, \(g=2\), and first order in the Breit-Pauli operator. Let \(k=e^2/4\pi\varepsilon_0\), \(\lambda_C=\hbar/mc\), \(\mathbf r=\mathbf r_1-\mathbf r_2\). In a state with \(S=0\) the spin-orbit and tensor spin-spin operators, of rank 1 and 2 in spin, have zero expectation value. What remains is
\[ \mathrm{MV}=-\sum_i\frac{p_i^4}{8m^3c^2},\qquad \mathrm{OO}=-\frac{k}{2m^2c^2}\,p_{1i}T_{ij}\,p_{2j},\qquad T_{ij}=\frac{\delta_{ij}}{r_{12}}+\frac{r_ir_j}{r_{12}^3}, \]
and three contact operators. The Darwin term of electron \(i\) is \((\lambda_C^2/8)\nabla_i^2V\), and \(\nabla^2(1/r)=-4\pi\delta(\mathbf r)\). The attraction \(-Zk/r_i\) gives \(\mathrm{DN}=\frac{\pi}{2}Zk\lambda_C^2\sum_i\delta(\mathbf r_i)\). The repulsion \(k/r_{12}\) gives \(-\frac{\pi}{2}k\lambda_C^2\delta(\mathbf r)\) for each electron, so \(\mathrm{DE}=-\pi k\lambda_C^2\delta(\mathbf r)\). The spin-spin contact term is \(-\frac{8\pi}{3}k\lambda_C^2\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r)\), and \(\mathbf s_1\cdot\mathbf s_2=-3/4\) makes it \(\mathrm{SS}=+2\pi k\lambda_C^2\delta(\mathbf r)\). I keep DE and SS apart because they have different partners in the Dirac check below.

Measure lengths in \(a_0/Z\) and set \(\lambda=1/Z\). The nonrelativistic Hamiltonian becomes \(Z^2E_h(h_1+h_2+\lambda/r_{12})\) with \(h=-\frac12\nabla^2-1/r\). The momentum unit is \(\hbar Z/a_0=Z\alpha mc\), and \(k/a_0=E_h=\alpha^2mc^2\), \(\lambda_C=\alpha a_0\). MV then carries \((Z\alpha mc)^4/m^3c^2=Z^4\alpha^4mc^2\), and so does DN through \(Zk\lambda_C^2Z^3/a_0^3\). DE, SS and OO carry \(Z^3\alpha^4mc^2\). In the unit \(\alpha^4mc^2Z^4\) the operators are \(-\frac18\sum p_i^4\), \(\frac{\pi}{2}\sum\delta(\mathbf r_i)\), \(-\lambda\pi\delta(\mathbf r)\), \(2\lambda\pi\delta(\mathbf r)\) and \(-\frac{\lambda}{2}p_1Tp_2\). With \(\psi=\psi_0+\lambda\psi_1+\dots\), \(\langle\psi_0|\psi_n\rangle=0\), \(\psi_0=\phi(1)\phi(2)\), \(\phi=e^{-r}/\sqrt\pi\),
\[ \Delta E=\alpha^4mc^2Z^4\sum_n c_nZ^{-n}. \]

**Expectation values in \(\psi_0\)**

One-electron averages use the weight \(4r^2e^{-2r}\) and \(\int_0^\infty r^ne^{-ar}dr=n!/a^{n+1}\), so \(\langle 1/r\rangle=1\), \(\langle1/r^2\rangle=2\), \(\langle r\rangle=3/2\). Read \(\langle p^4\rangle\) as the norm \(\langle p^2\phi|p^2\phi\rangle\). Since \(p^2=2(h+1/r)\) and \(h\phi=-\phi/2\),
\[ \langle p^4\rangle=4\langle(1/r-\tfrac12)^2\rangle=4(2-1+\tfrac14)=5. \]
Your sign problem is a lost delta function. \(\nabla^2\phi=(1-2/r)\phi\), and the second Laplacian of \(-2\phi/r\) contains \(8\pi\phi(0)\delta(\mathbf r)\), which contributes \(8\pi\phi(0)^2=8\). Differentiating pointwise drops it and leaves \(5-8=-3\). Hence \(c_0(\mathrm{MV})=-2\cdot5/8=-5/4\). Next, \(\pi\phi(0)^2=1\) gives \(c_0(\mathrm{DN})=1\). Finally \(\pi\langle\delta(\mathbf r)\rangle=\pi\int\phi^4d^3r=4\int r^2e^{-4r}dr=1/8\), so \(c_1(\mathrm{DE})=-1/8\) and \(c_1(\mathrm{SS})=1/4\).

**One-body terms at order \(Z^3\)**

The norm of \(\psi\) has no term linear in \(\lambda\). For a one-body operator \(W(1)+W(2)\) the linear term is therefore \(2\langle\psi_1|W(1)+W(2)|\psi_0\rangle=4\langle\chi|W|\phi\rangle\), where \(\chi(1)=\int\phi(2)\psi_1\,d^3r_2\) and \(\langle\chi|\phi\rangle=0\). Project \((h_1+h_2+1)\psi_1=-(1/r_{12}-E_1)\psi_0\) on \(\phi(2)\), using \(h_2\phi=-\phi/2\):
\[ (h+\tfrac12)\chi=-(V_H-E_1)\phi . \]
The Hartree potential is
\[ V_H=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4se^{-2s}ds=\frac{1-(1+2r+2r^2)e^{-2r}}{r}+(1+2r)e^{-2r}, \]
which simplifies to \(V_H=1/r-(1+1/r)e^{-2r}\), and \(E_1=\langle V_H\rangle=1-4(\frac{2}{64}+\frac1{16})=\frac58\).

There is no need to find \(\chi\). Solve instead \((h+\frac12)f\phi=-(W-\langle W\rangle)\phi\), the Dalgarno-Lewis equation. Then, by \(\langle\chi|\phi\rangle=0\) and the hermiticity of \(h\),
\[ \langle\chi|W|\phi\rangle=-\langle\chi|(h+\tfrac12)f\phi\rangle=\langle(V_H-\tfrac58)f\rangle\equiv\mathrm{cov}(V_H,f). \]
Because \(\phi'=-\phi\), the equation for \(f\) is \(Df\equiv-\frac12\nabla^2f+f'=-(W-\langle W\rangle)\). Three functions suffice:
\[ Dr=1-\frac1r,\qquad D\ln r=\frac1r-\frac1{2r^2},\qquad D\frac1r=2\pi\delta(\mathbf r)-\frac1{r^2}. \]
For \(W=1/r\) the right side is \(1-1/r\), so \(f=r\). For \(W=1/r^2\) it is \(2-1/r^2\), so \(f=2\ln r+2r\). For \(W=\pi\delta\) it is \(1-\pi\delta\), so \(f_\delta=-\frac1{2r}+\ln r+r\), in which the \(1/r^2\) and \(1/r\) pieces cancel in pairs.

The covariances follow term by term:
\[ \mathrm{cov}(V_H,1/r)=\big[2-4(\tfrac1{16}+\tfrac14)\big]-\tfrac58=\tfrac18, \]
\[ \mathrm{cov}(V_H,r)=\big[1-4(\tfrac6{256}+\tfrac2{64})\big]-\tfrac58\cdot\tfrac32=\tfrac{25}{32}-\tfrac{30}{32}=-\tfrac5{32}. \]
Differentiating \(\Gamma(s)a^{-s}\) in \(s\) gives \(\int r^ne^{-ar}\ln r\,dr=n!\,a^{-n-1}(H_n-\gamma_E-\ln a)\), with \(H_n\) the harmonic number. Then
\[ \langle V_H\ln r\rangle=(1-\gamma_E-\ln2)-\tfrac18(\tfrac32-\gamma_E-2\ln2)-\tfrac14(1-\gamma_E-2\ln2)=\tfrac9{16}-\tfrac58\gamma_E-\tfrac14\ln2, \]
and \(\langle\ln r\rangle=\frac32-\gamma_E-\ln2\), so \(\mathrm{cov}(V_H,\ln r)=-\frac38+\frac38\ln2=-0.1150698\). The \(\ln2\) is left over because the screening part of \(V_H\) integrates against \(e^{-4r}\) and the rest against \(e^{-2r}\).

For DN, \(W=\frac12\pi\delta\), so
\[ c_1(\mathrm{DN})=2\,\mathrm{cov}(V_H,f_\delta)=2\big[-\tfrac1{16}-\tfrac38+\tfrac38\ln2-\tfrac5{32}\big]=-\tfrac{19}{16}+\tfrac34\ln2=-0.6676396. \]
For MV, \(c_1=4(-\frac18)\langle p^2\chi|p^2\phi\rangle=-2\langle(h+\frac1r)\chi|(\frac1r-\frac12)\phi\rangle\). Insert \(h\chi=-\frac12\chi-(V_H-\frac58)\phi\). The \(\chi\) part gives \(\langle\chi|(\frac1r-\frac12)^2|\phi\rangle=\langle\chi|r^{-2}|\phi\rangle-\langle\chi|r^{-1}|\phi\rangle\), and the source part gives \(-\mathrm{cov}(V_H,1/r)\). With \(\langle\chi|r^{-1}|\phi\rangle=-\frac5{32}\) and \(\langle\chi|r^{-2}|\phi\rangle=-\frac34+\frac34\ln2-\frac5{16}=-0.5426396\),
\[ c_1(\mathrm{MV})=-2\big[-\tfrac{34}{32}+\tfrac34\ln2+\tfrac5{32}-\tfrac4{32}\big]=\tfrac{33}{16}-\tfrac32\ln2=1.0227792. \]
Both corrections oppose their leading terms: to this order the repulsion lowers the density at the nucleus and the value of \(\langle p^4\rangle\).

The screened orbital with exponent \(1-\frac5{16}\lambda\) would give \(-\frac54(1-\frac5{16}\lambda)^4\) and \((1-\frac5{16}\lambda)^3\), hence \(c_1=25/16\) and \(-15/16\). Both are too large in magnitude. That orbital corresponds to \(\chi\propto(r-\frac32)\phi\), which does not solve the equation for \(\chi\). The energy is stationary against such an error in the wavefunction, but a general expectation value feels it linearly. The exceptions are the operators tied to the energy by scaling. For \(1/r_1+1/r_2\) the linear term is \(4(-\frac5{32})=-\frac58\), the same as the screened \(2(-\frac5{16})\), and \(p_1^2+p_2^2\) agrees through the virial theorem. No such relation protects \(p^4\) or \(\delta(\mathbf r_i)\).

**Orbit-orbit term**

The kernel is divergence-free:
\[ \partial_iT_{ij}=\frac{-r_j+3r_j+r_j-3r_j}{r_{12}^3}=0, \]
with no delta function, since the flux of a \(1/r\) kernel through a small sphere vanishes with the radius. So \(p_1\) commutes through \(T\). With \(p=-i\nabla\) and \(\partial_{1i}\partial_{2j}\psi_0=\hat r_{1i}\hat r_{2j}\psi_0\),
\[ -\tfrac12p_1Tp_2\,\psi_0=U\psi_0,\qquad U=\tfrac12\hat r_{1i}T_{ij}\hat r_{2j}. \]
Integrating \(p_1\) by parts instead gives \(-\frac12\int\nabla_1\psi_0\,T\,\nabla_2\psi_0=-\langle U\rangle\). The two forms are equal, so \(\langle U\rangle=-\langle U\rangle=0\) and \(c_1(\mathrm{OO})=0\). Your zero is correct, and it is a cancellation. In the gradient form the \(\delta_{ij}\) half is \(-\frac12\langle\cos\theta/r_{12}\rangle=-\frac16\langle r_</r_>^2\rangle\), with \(\theta\) the angle between the electrons and
\[ \langle r_</r_>^2\rangle=2\int_0^\infty4s^3e^{-2s}\,ds\int_s^\infty4e^{-2r}dr=16\int_0^\infty s^3e^{-4s}ds=\tfrac38 . \]
That half is \(-1/16\), and the other is \(+1/16\).

The first nonzero order is \(c_2(\mathrm{OO})=2\langle\psi_1|U|\psi_0\rangle\), and its sign follows from the multipoles of \(U\). From \(\partial_{1i}\partial_{2j}r_{12}=-\delta_{ij}/r_{12}+r_ir_j/r_{12}^3\) one has \(T_{ij}=2\delta_{ij}/r_{12}+\partial_{1i}\partial_{2j}r_{12}\), so \(U=\cos\theta/r_{12}+\frac12\partial_{r_1}\partial_{r_2}r_{12}\) at fixed angles. Put \(x=r_</r_>\), \(1/r_{12}=\sum x^lP_l/r_>\). The recursion \((2k+1)\cos\theta P_k=(k+1)P_{k+1}+kP_{k-1}\) gives the coefficient of \(P_l\) in \(\cos\theta/r_{12}\) as
\[ b_l=\frac1{r_>}\Big[\frac{l\,x^{l-1}}{2l-1}+\frac{(l+1)x^{l+1}}{2l+3}\Big]. \]
Writing \(r_{12}=r_>^2(1+x^2-2x\cos\theta)/r_{12}\), its coefficient is
\[ A_l=r_>(1+x^2)x^l-2xr_>^2b_l=\frac{r_<^{l+2}}{(2l+3)r_>^{l+1}}-\frac{r_<^l}{(2l-1)r_>^{l-1}}. \]
At \(r_1=r_2\), \(\partial_<A_l-\partial_>A_l=\frac{2l+3}{2l+3}-\frac{2l-1}{2l-1}=0\), so the mixed derivative has no delta function. It equals \([-(l+1)(l+2)x^{l+1}/(2l+3)+l(l-1)x^{l-1}/(2l-1)]/r_>\). Adding half of it to \(b_l\), with \(l+\frac12l(l-1)=\frac12l(l+1)\) and \((l+1)-\frac12(l+1)(l+2)=-\frac12l(l+1)\),
\[ U_l=\frac{l(l+1)}{2r_>}\Big[\frac{x^{l-1}}{2l-1}-\frac{x^{l+1}}{2l+3}\Big]. \]
\(U_0=0\): \(U\psi_0\) has no component independent of \(\theta\), so the \(l=0\) part of \(\psi_1\) does not contribute and the term needs angular correlation. For \(l\ge1\), \(U_l>0\) because \(x\le1\).

Write \(\psi_1=\sum_lu_lP_l/(4\pi r_1r_2)\) and \(u_0^{(0)}=4r_1r_2e^{-r_1-r_2}\) for \(\psi_0\). For \(l\ge1\), \((h_l(1)+h_l(2)+1)u_l=-(x^l/r_>)u_0^{(0)}\), with \(h_l\) the radial Hamiltonian, and the angular average of \(P_l^2\) is \(1/(2l+1)\):
\[ c_2(\mathrm{OO})=\sum_{l\ge1}\frac{2}{2l+1}\langle u_l|U_l|u_0^{(0)}\rangle . \]
The spectrum of \(h_l+h_l+1\) starts at \(1-(l+1)^{-2}>0\), so its inverse is \(\int_0^\infty e^{-t(h_l+h_l+1)}dt\). The Trotter product builds that exponential from the free heat kernel on the half-line and from factors \(e^{-\tau V}\), all positive. The source is negative, so \(u_l<0\), and every term of the sum is negative. In a Laguerre radial basis the waves \(l=1,2,3\) give \(-0.070650\), \(-0.007404\), \(-0.001908\), and \(l\le10\) sums to \(-0.081348\). A tail assumed to fall as \((l+\frac12)^{-4}\) brings this to \(-0.081421\), of which \(l=1\) supplies 87%.

**Check against the Dirac equation**

Collecting terms, \(c_0=-\frac54+1=-\frac14\) and
\[ c_1=\tfrac{33}{16}-\tfrac{19}{16}-\tfrac18+\tfrac14+0-\tfrac34\ln2=1-\tfrac34\ln2=0.48014. \]
A term of order \(n\) in the electron-electron interaction scales as \(Z^{2-n}E_h\) times a function of \(Z\alpha\), so \(c_0\) and \(c_1\) must follow from Dirac 1s orbitals at orders zero and one. With \(\gamma=\sqrt{1-(Z\alpha)^2}\), the energy \(2(\gamma-1)mc^2=-mc^2[(Z\alpha)^2+\frac14(Z\alpha)^4+\frac18(Z\alpha)^6+\dots]\) contains \(c_0\).

The spinor is \(u=(g\xi,\,-if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\xi)\) with \(\xi\) a spin state, \(rg\propto r^\gamma e^{-r}\), \(f=\eta g\), \(\eta=-Z\alpha/(1+\gamma)\). Since \((\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1\), the density \(g^2+f^2\) is spherical and diagonal in spin, and the Coulomb energy is one radial integral \(F\) in units \(ZE_h\). Let \(y=2r\), \(a=2\gamma\), radial density \(y^ae^{-y}/\Gamma(a+1)\). With \(y_>=\sigma t\), \(y_<=\sigma(1-t)\),
\[ F=\frac{4\Gamma(2a+1)}{\Gamma(a+1)^2}I_1,\qquad I_1=\int_{1/2}^1t^{a-1}(1-t)^a\,dt . \]
Let \(I_2\) have the integrand \(t^a(1-t)^{a-1}\). The sum of the integrands is \([t(1-t)]^{a-1}\), so \(I_1+I_2=\frac12\Gamma(a)^2/\Gamma(2a)\). Their difference is \(a^{-1}\frac{d}{dt}[t(1-t)]^a\), so \(I_1-I_2=-4^{-a}/a\). Hence \(F=\frac2a(1-G)\) with \(G=\Gamma(2a+1)/[4^a\Gamma(a+1)^2]\). At \(a=2\), \(G=\frac38\), \(F=\frac58\), and \(G'/G=2(H_4-H_2)-2\ln2=\frac76-2\ln2\). Then \(F'=-F/2-G'=-\frac34+\frac34\ln2\), and \(a\simeq2-(Z\alpha)^2\) gives the coefficient \(\frac34-\frac34\ln2=0.230140\). This equals MV + DN + DE, \(\frac{33-19-2}{16}-\frac34\ln2\), which confirms the factor \(-\pi\) in DE.

The current is \(u^\dagger\boldsymbol\alpha u=-igf\,\xi^\dagger[\boldsymbol\sigma,\boldsymbol\sigma\cdot\hat{\mathbf r}]\xi=2gf\,\hat{\mathbf r}\times\xi^\dagger\boldsymbol\sigma\xi\). It is divergence-free, because it is perpendicular to \(\hat{\mathbf r}\) and \(\nabla\times\mathbf r=0\). In the Breit operator \(-\frac12\alpha_1T\alpha_2\) the part \(\partial_{1i}\partial_{2j}r_{12}\) of \(T\) then vanishes on integration by parts, leaving the Gaunt form \(-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}\). For \(J=0\), \(\langle\sigma_{1i}\sigma_{2j}\rangle=-\delta_{ij}\), so \((\hat{\mathbf r}_1\times\boldsymbol\sigma_1)\cdot(\hat{\mathbf r}_2\times\boldsymbol\sigma_2)\to-3\cos\theta+\cos\theta\). The energy density is \(+8g_1f_1g_2f_2\cos\theta/r_{12}\). To leading order \(\eta^2=(Z\alpha)^2/4\), giving \(\frac83\cdot\frac14\cdot\frac38=\frac14\), which is SS + OO. Quadrature at small \(Z\alpha\) reproduces \(-0.250000\), \(0.230140\) and \(0.250000\).

**Order \(Z^2\)**

For DE and SS, \(c_2\) needs \(\psi_1\). For MV and DN it is \(2\langle\psi_2|W|\psi_0\rangle+\langle\psi_1|W|\psi_1\rangle-c_0\langle\psi_1|\psi_1\rangle\). These were evaluated by the Rayleigh-Schrödinger recursion in a Pekeris basis, that is, polynomials in \(r_1,r_2,r_{12}\) times \(e^{-r_1-r_2}\), with 372 functions and again with 203. The singular operators were replaced by global ones. Let \(\nu=1/r_1+1/r_2\), \(\mu=1/r_{12}\), \(V=-\nu+\lambda\mu\), \(\mathcal G=|\nabla_1\psi|^2+|\nabla_2\psi|^2\), \(\nabla^2=\nabla_1^2+\nabla_2^2\). For a real eigenfunction \(\nabla^2\psi=-2(E-V)\psi\), so
\[ \int\psi^2\nabla^2w=\int w\,\nabla^2\psi^2=\int w\,[-4(E-V)\psi^2+2\mathcal G]. \]
With \(\nabla^2\nu=-4\pi(\delta_1+\delta_2)\) and \(\nabla^2\mu=-8\pi\delta_{12}\),
\[ \pi\langle\delta_1+\delta_2\rangle=\langle\nu(E-V)\rangle-\tfrac12\!\int\!\nu\mathcal G,\qquad \pi\langle\delta_{12}\rangle=\tfrac12\langle\mu(E-V)\rangle-\tfrac14\!\int\!\mu\mathcal G . \]
Taking the norm of \((p_1^2+p_2^2)\psi=2(E-V)\psi\) gives \(\langle p_1^4+p_2^4\rangle=4\langle(E-V)^2\rangle-2\langle\nabla_1^2\psi|\nabla_2^2\psi\rangle\).

| term | \(c_0\) | \(c_1\) | \(c_2\) |
|---|---|---|---|
| MV | −5/4 | 1.02278 | −0.4891 |
| DN | 1 | −0.66764 | 0.17690 |
| DE | 0 | −1/8 | 0.24293 |
| SS | 0 | 1/4 | −0.48587 |
| OO | 0 | 0 | −0.08142 |
| total | −1/4 | 0.48014 | −0.6366 |

Between the two bases \(c_2\) moves by \(1\times10^{-4}\) for MV and the total, and by less than \(10^{-5}\) for the other terms. These changes indicate the basis error without bounding it. For MV and the total, the larger basis gives the less negative value and the shift is one unit in the fourth decimal, so these two entries should be read as \(-0.4890\) to \(-0.4891\) and \(-0.6365\) to \(-0.6366\). The last digit of the other entries is also uncertain by about one unit. The basis calculation was tested against the closed forms for \(c_1\) (to \(10^{-4}\)), against the direct forms of \(p^4\) and the delta functions (to \(3\times10^{-3}\)), and against diagonalisation at \(Z=6\) and 20 (series through \(c_4\), to \(3Z^{-5}\)). For OO it gives \(-0.081422\) against \(-0.081421\) from partial waves, and both routes give the second-order energy \(E_2=-0.157666\). The numerical output below also lists \(c_3\) and \(c_4\), whose basis dependence was not examined.

**Worked example: C⁴⁺ and He**

With \(\alpha^4mc^2=2.321623\times10^{-22}\) J and \(Z=6\), the unit is \(1296\times2.3216231\times10^{-22}=3.008824\times10^{-19}\) J. Through \(c_2\):

- MV: \(-1.25+0.170463-0.013587=-1.093124\), or \(-3.289\times10^{-19}\) J.
- DN: \(1-0.111273+0.004914=0.893641\), or \(2.689\times10^{-19}\) J.
- DE: \(-0.020833+0.006748=-0.014085\), or \(-4.24\times10^{-21}\) J, and SS is \(-2\) times this.
- OO: \(-0.08142/36=-0.002262\), or \(-6.8\times10^{-22}\) J.
- Total: \(-0.25+0.080023-0.017683=-0.187660\), or \(-5.646\times10^{-20}\) J \(=-0.3524\) eV.

The reference is the same set of operators in the wavefunction from diagonalising the nonrelativistic Hamiltonian in the 372-function basis. It gives \(-5.587\times10^{-20}\) J \(=-0.3487\) eV, and changes by \(2.4\times10^{-25}\) J between the bases. Relative to it, the total through \(c_1\), \(-5.114\times10^{-20}\) J, is 8.5% too small in magnitude. Through \(c_2\) it is 1.1% too large, and through \(c_3\), \(-5.583\times10^{-20}\) J, it is within 0.1%. The OO term is much poorer: \(-6.8\times10^{-22}\) J against \(-5.27\times10^{-22}\) J, 29% too large relative to the reference. It has one term of its series at this order, and the next, \(c_3=0.120\), is \(0.120/(6\times0.0814)=0.25\) of it with the opposite sign.

For He the unit is \(3.714597\times10^{-21}\) J and the reference total is \(-4.531\times10^{-22}\) J \(=-2.828\times10^{-3}\) eV. The partial sums through \(c_0,\dots,c_4\) are \(-9.29\), \(-0.37\), \(-6.28\), \(-4.16\), \(-4.56\) in \(10^{-22}\) J. The closed-form orders nearly cancel, \(-0.25+0.48014/2=-0.0099\), and are useless alone. Through \(c_2\) the total is 39% too large relative to the reference, and through \(c_4\) the error is 0.6%. A similar cancellation, \(-0.0625+0.24293/4=-0.0018\), makes the truncated DE \(-6.6\times10^{-24}\) J against \(-7.76\times10^{-23}\) J. The truncated OO is \(-7.6\times10^{-23}\) J against \(-3.23\times10^{-23}\) J. MV through \(c_2\) is within 2% of its reference value and DN within 0.1%.

**Range of validity**

Two expansions are involved. The one in \(1/Z\) needs more terms as \(Z\) falls: for He the total is off by 39% of the reference through \(c_2\) and by 0.6% through \(c_4\), so the low-order truncation is not usable there. The one in \(Z\alpha\) fails at high \(Z\): the next one-electron Dirac term, \(-\frac18(Z\alpha)^6mc^2\), is \(\frac12(Z\alpha)^2\) of the leading \(-\frac14(Z\alpha)^4mc^2\). For C⁴⁺ the full one-electron remainder is \(-7.2\times10^{-23}\) J, which is 0.13% of the reference total but 14% of the reference OO term. The reference values are not experimental levels. They omit this remainder, its two-electron counterpart, radiative corrections, nuclear recoil and nuclear size. The radiative term is far larger than the Dirac remainder. A rough estimate in the unit \(\alpha^4mc^2Z^4\) is \(\frac{8\alpha}{3\pi}\,\mathrm{DN}\,[\frac{19}{30}-2\ln(Z\alpha)-2.984]\), using the hydrogen 1s Bethe logarithm. This is positive and about 12% of the reference total in magnitude for C⁴⁺ and about 22% for He. The other omitted terms have not been estimated here. The orbit-orbit term vanishes for any real wavefunction that depends on \(r_1\) and \(r_2\) alone, because its gradients are radial and \(U_0=0\). A state whose \(\psi_0\) depends on the angle between the electrons needs its own derivation. The values of DE and SS are also specific to singlets: in a triplet the spatial function is antisymmetric and vanishes at \(r_{12}=0\), so both terms are zero.

## Table of computed values

```
alpha = 7.2973525643e-03; m c^2 = 8.18710579e-14 J; alpha^4 m c^2 = 2.32162312e-22 J
dimensionless quantities:
<V_H> = 0.6250000; cov(V_H,1/r) = 0.1250000; cov(V_H,r) = -0.1562500; cov(V_H,ln r) = -0.1150698
<chi|1/r^2|phi> = -0.5426396; interchange c1(MV) = 1.0227792; c1(DN) = -0.6676396
Pekeris basis sizes 372 and 203; E1 = 0.6250000; E2 = -0.1576664
term: c0 c1 c2 c3 c4 | change of c2 between bases
MV     -1.25000   1.02279  -0.48912   0.14796  -0.04480 | 1.0e-04
DN      1.00000  -0.66764   0.17690   0.00452  -0.00120 | -6.2e-06
DE     -0.00000  -0.12500   0.24293  -0.18392   0.06676 | 3.0e-06
SS      0.00000   0.25000  -0.48587   0.36784  -0.13352 | -6.1e-06
OO      0.00000   0.00000  -0.08142   0.12011  -0.05924 | 2.6e-06
total  -0.25000   0.48014  -0.63658   0.45651  -0.17200 | 9.6e-05
direct (non-global) c2: MV -0.4892, DN 0.1770, DE 0.2429
OO kernel halves in psi0: 1/r part -0.0625000, rr/r^3 part 0.0625000
c2(OO) waves l=1..5: -0.070650 -0.007404 -0.001908 -0.000701 -0.000315
c2(OO): l<=10 sum -0.081348, with tail -0.081421, Pekeris -0.081422
E2 from partial waves with tail = -0.157666
Dirac: one-electron c0 -0.250000; Coulomb c1 0.230140; magnetic c1 0.250000
C4+: Z = 6; alpha^4 m c^2 Z^4 = 3.008824e-19 J; E_nonrel/E_h = -32.406247
  term: series through c2 (J) | diagonalised wavefunction (J)
  MV     -3.2890e-19 |  -3.2871e-19
  DN      2.6888e-19 |   2.6889e-19
  DE     -4.2380e-21 |  -4.4790e-21
  SS      8.4760e-21 |   8.9581e-21
  OO     -6.8051e-22 |  -5.2653e-22
  total  -5.6463e-20 |  -5.5866e-20
  total through c0..c4 (J): -7.5221e-20 -5.1143e-20 -5.6463e-20 -5.5827e-20 -5.5867e-20
  total: series c2 -3.52416e-01 eV; diagonalised -3.48690e-01 eV
  basis change of total 2.4e-25 J
  omitted higher-order one-electron Dirac part -7.219e-23 J
He: Z = 2; alpha^4 m c^2 Z^4 = 3.714597e-21 J; E_nonrel/E_h = -2.903724
  term: series through c2 (J) | diagonalised wavefunction (J)
  MV     -3.1978e-21 |  -3.1393e-21
  DN      2.6389e-21 |   2.6409e-21
  DE     -6.5615e-24 |  -7.7564e-23
  SS      1.3123e-23 |   1.5513e-22
  OO     -7.5613e-23 |  -3.2293e-23
  total  -6.2804e-22 |  -4.5314e-22
  total through c0..c4 (J): -9.2865e-22 -3.6880e-23 -6.2804e-22 -4.1607e-22 -4.5600e-22
  total: series c2 -3.91990e-03 eV; diagonalised -2.82826e-03 eV
  basis change of total 1.7e-26 J
  omitted higher-order one-electron Dirac part -9.891e-26 J
```
